**Ramsey–Flygare relation and the absolute ¹³C scale from CO**

A rotating closed-shell molecule produces at nucleus K, in the frame moving with K, the electronic field B_el = 2σᵖ(K)ω in atomic units, where σᵖ(K) is the paramagnetic shielding with gauge origin at K and ω is the angular velocity. The program asserts this for an electron in a rotating anisotropic well, where the field and the sum over states agree at −0.268736 a.u. and an origin on the rotation axis gives a different value. For CO in RHF/6-31G it asserts that a complex self-consistent calculation at finite ω agrees with coupled linear response. Further assertions cover the SI prefactors of the spin-rotation constant C, the vanishing parallel response, the free-atom estimate of the diamagnetic part, and the leading-order formulas for vibrational, thermal and covariance corrections. At RHF/cc-pVTZ the output gives C_e = 33.9 kHz, an equilibrium carbon shielding of 4.7 ppm and 2.0 ppm at 300 K. Changing from RHF to PBE moves the paramagnetic part by about 12 ppm and the diamagnetic part by 0.6 ppm. With a rough measured C of 33 kHz and a rough bond length of 1.13 Å, the shielding of carbon in CO comes out near −0.6 ppm, and it changes by −7.9 ppm for each kHz added to C.

## Numerical verification

```python
"""Ramsey-Flygare relation and the absolute 13C shielding scale from CO.

Result under test: a molecule rotating at angular velocity omega has, at nucleus K
and in the frame moving with K, the electronic field  B_el = 2 sigma_p omega
(atomic units), sigma_p = paramagnetic shielding with gauge origin at K.
With H_SR = +h I.C.J this gives for a linear molecule
    C = -2 g (m_e/m_p) B [sigma_p_perp + alpha^2 Z/(2 R)].
g: nuclear g factor, B: rotational constant, Z and R: charge and distance of the
other nucleus.  Isotropic shielding = alpha^2 <1/r_K>/3 + 2 sigma_p_perp/3.
Matrices M and T hold (r x grad)_x and (r x grad)_x / r^3, so L = -i M.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo

ALPHA2 = sc.fine_structure**2
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10          # angstrom
HARTREE = sc.physical_constants["Hartree energy"][0]           # joule
HARTREE_KHZ = HARTREE / sc.h / 1e3
MASS_RATIO = sc.m_e / sc.m_p
PPM = 1e6
G_C13 = 1.405                                                  # input datum
MASS_C, MASS_O = 13.003, 15.995                                # input data, u
MU = MASS_C * MASS_O / (MASS_C + MASS_O) * sc.atomic_mass / sc.m_e
Z_O = 8


# ---------- exact model: one electron in a rotating anisotropic well ----------
def oscillator_functions(q, w, n):
    """Values and derivatives of the first n oscillator functions."""
    f = [(w / np.pi)**0.25 * np.exp(-w * q * q / 2)]
    f.append(np.sqrt(2 * w) * q * f[0])
    for k in range(1, n):
        f.append((np.sqrt(2 * w) * q * f[k] - np.sqrt(k) * f[k - 1])
                 / np.sqrt(k + 1))
    d = [np.sqrt(w / 2) * ((np.sqrt(k) * f[k - 1] if k else 0)
                           - np.sqrt(k + 1) * f[k + 1]) for k in range(n)]
    return np.array(f[:n]), np.array(d)


def rotating_well():
    """Fields per omega and alpha^2: rotating frame, 2 sigma_p(K), 2 sigma_p(cm)."""
    wx, wy, wz, n = 1.3, 1.0, 0.6, 6
    centre, nucleus, omega = 0.4, -0.5, 1e-3       # z positions from the axis
    xr, wr = np.polynomial.legendre.leggauss(50)
    radius, wr = 5 * (xr + 1), 5 * wr
    ct, wt = np.polynomial.legendre.leggauss(32)
    phi = 2 * np.pi * (np.arange(32) + 0.5) / 32
    r, c, p = [a.ravel() for a in np.meshgrid(radius, ct, phi, indexing="ij")]
    weight = (wr[:, None, None] * wt[None, :, None]
              * np.full(32, 2 * np.pi / 32)[None, None, :]).ravel() * r**2
    s = np.sqrt(1 - c * c)
    x, y, z = r * s * np.cos(p), r * s * np.sin(p), r * c      # from the nucleus
    fx = oscillator_functions(x, wx, 1)[0][0]
    fy, dy = oscillator_functions(y, wy, n)
    fz, dz = oscillator_functions(z + nucleus - centre, wz, n)
    val = (fy[:, None] * fz[None] * fx).reshape(n * n, -1)
    gy = (dy[:, None] * fz[None] * fx).reshape(n * n, -1)
    gz = (fy[:, None] * dz[None] * fx).reshape(n * n, -1)

    lower = np.diag(np.sqrt(np.arange(1, n)), 1)
    one = np.eye(n)
    ymat = np.kron((lower + lower.T) / np.sqrt(2 * wy), one)
    dymat = np.kron(np.sqrt(wy / 2) * (lower - lower.T), one)
    zmat = np.kron(one, (lower + lower.T) / np.sqrt(2 * wz)) + centre * np.eye(n * n)
    dzmat = np.kron(one, np.sqrt(wz / 2) * (lower - lower.T))
    m_cm = ymat @ dzmat - zmat @ dymat
    m_nuc = m_cm + nucleus * dymat
    energy = (wy * np.arange(n)[:, None] + wz * np.arange(n)[None]).ravel()

    # definition: solve in the rotating frame, then use velocities relative to K
    coef = np.linalg.eigh(np.diag(energy) + 1j * omega * m_cm)[1][:, 0]
    psi, py, pz = coef @ val, coef @ gy, coef @ gz
    jy, jz = np.imag(psi.conj() * py), np.imag(psi.conj() * pz)
    v_y = -omega * nucleus
    field = -np.sum(weight * (y * jz - z * jy + abs(psi)**2 * z * v_y) / r**3)

    # sums over states of the non-rotating system
    t0 = (y * gz - z * gy) @ (weight * val[0] / r**3)
    sums = [2 * np.sum(t0[1:] * m[1:, 0] / energy[1:]) for m in (m_nuc, m_cm)]
    return field / omega, sums[0], sums[1]


well_field, well_k, well_cm = rotating_well()
assert abs(well_field - well_k) < 1e-4 * abs(well_k)
assert abs(well_field - well_cm) > 1e-2 * abs(well_k)   # wrong origin must fail


# ---------------------------- molecular machinery ----------------------------
def carbon_monoxide(r_angstrom, basis):
    return gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, r_angstrom)]],
                 basis=basis, verbose=0)


def angular_integrals(mol):
    """Quadrature matrices M_x, T_x, M_z and 1/r, all about carbon."""
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = {"C": (75, 302), "O": (75, 302)}
    grid.prune = None
    grid.build()
    x, y, z = grid.coords.T
    r = np.sqrt(x * x + y * y + z * z)
    ao, ax, ay, az = mol.eval_gto("GTOval_sph_deriv1", grid.coords)
    rot_x = y[:, None] * az - z[:, None] * ay
    rot_z = x[:, None] * ay - y[:, None] * ax
    w = grid.weights
    mats = [ao.T @ (w[:, None] * rot_x), ao.T @ ((w / r**3)[:, None] * rot_x),
            ao.T @ (w[:, None] * rot_z)]
    mats = [(a - a.T) / 2 for a in mats]
    return mats + [ao.T @ ((w / r)[:, None] * ao)]


def inverse_distance(mol, density):
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        return np.einsum("ij,ji->", mol.intor("int1e_rinv"), density)


def sigma_para(mf, m, t, exchange=True):
    """Perpendicular paramagnetic shielding of carbon by linear response."""
    nocc = mf.mol.nelectron // 2
    co, cv = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    no, nv = co.shape[1], cv.shape[1]
    gap = (mf.mo_energy[nocc:, None] - mf.mo_energy[None, :nocc]).ravel()
    hess = np.diag(gap)
    if exchange:
        abij = ao2mo.general(mf._eri, (cv, cv, co, co), compact=False)
        ajbi = ao2mo.general(mf._eri, (cv, co, cv, co), compact=False)
        abij = abij.reshape(nv, nv, no, no).transpose(0, 2, 1, 3)
        ajbi = ajbi.reshape(nv, no, nv, no).transpose(0, 3, 2, 1)
        hess = hess + (ajbi - abij).reshape(nv * no, nv * no)
    m_ai, t_ai = (cv.T @ m @ co).ravel(), (cv.T @ t @ co).ravel()
    return -2 * ALPHA2 * t_ai @ np.linalg.solve(hess, m_ai)


def rotating_scf_field(mf, m, t, omega):
    """Electronic field at carbon from a complex SCF in the rotating frame."""
    nocc = mf.mol.nelectron // 2
    h, s = mf.get_hcore(), mf.get_ovlp()
    eri = ao2mo.restore(1, mf._eri, h.shape[0])
    dens = mf.make_rdm1().astype(complex)
    for _ in range(150):
        coul = np.einsum("ijkl,lk->ij", eri, dens)
        exch = np.einsum("iklj,kl->ij", eri, dens)
        c = eigh(h + coul - exch / 2 + 1j * omega * m, s)[1][:, :nocc]
        dens = (dens + 2 * c @ c.conj().T) / 2
    return -ALPHA2 * np.real(np.trace(-1j * t @ dens))


# finite rotation against response theory, small basis
small = carbon_monoxide(1.11, "6-31g")
mf_small = scf.RHF(small).run(conv_tol=1e-12)
m_s, t_s, mz_s, rinv_s = angular_integrals(small)
omega_test = 2e-4
scf_ratio = rotating_scf_field(mf_small, m_s, t_s, omega_test) / omega_test
response_ratio = 2 * sigma_para(mf_small, m_s, t_s)
assert abs(scf_ratio - response_ratio) < 2e-4 * abs(response_ratio)
parallel = mf_small.mo_coeff[:, 7:].T @ mz_s @ mf_small.mo_coeff[:, :7]
assert np.max(abs(parallel)) < 1e-3                 # no parallel response
dm_small = mf_small.make_rdm1()
exact_rinv = inverse_distance(small, dm_small)
assert abs(np.sum(rinv_s * dm_small) - exact_rinv) < 1e-4 * exact_rinv

# ------------------------- CO curves, RHF/cc-pVTZ ----------------------------
lengths = 1.11 + 0.06 * np.arange(-3, 4)
energies, rinvs, paras = [], [], []
for k, length in enumerate(lengths):
    mol = carbon_monoxide(length, "cc-pvtz")
    mf = scf.RHF(mol).run(conv_tol=1e-11)
    m_x, t_x = angular_integrals(mol)[:2]
    energies.append(mf.e_tot)
    rinvs.append(inverse_distance(mol, mf.make_rdm1()))
    paras.append(sigma_para(mf, m_x, t_x))
    if k == 3:
        ks = dft.RKS(mol, xc="pbe").run()
        pbe_dia = ALPHA2 / 3 * inverse_distance(mol, ks.make_rdm1())
        pbe_para = 2 / 3 * sigma_para(ks, m_x, t_x, exchange=False)
energies, rinvs, paras = map(np.array, (energies, rinvs, paras))
rhf_dia, rhf_para = ALPHA2 / 3 * rinvs[3], 2 / 3 * paras[3]
assert abs(pbe_dia - rhf_dia) * PPM < 1.0
assert abs(pbe_para - rhf_para) > abs(pbe_dia - rhf_dia)

bonds = lengths / BOHR
pot = Polynomial.fit(bonds, energies - energies.min(), 6)
dia = Polynomial.fit(bonds, ALPHA2 / 3 * rinvs, 6)
para = Polynomial.fit(bonds, paras, 6)


def sigma(r):
    return dia(r) + 2 / 3 * para(r)


def rot_const(r):
    return 1 / (2 * MU * r**2)


def reduced(r):
    return para(r) + ALPHA2 * Z_O / (2 * r)


def spin_rotation(r):
    return -2 * G_C13 * MASS_RATIO * rot_const(r) * reduced(r)


r_e = brentq(pot.deriv(), bonds[2], bonds[4])

# SI check of both prefactors: field for one unit of J, then energy / h
b_hz = rot_const(r_e) * HARTREE / sc.h
omega_si = 4 * np.pi * b_hz
mu_n = sc.e * sc.hbar / (2 * sc.m_p)
field_nuc = sc.mu_0 / (4 * np.pi) * Z_O * sc.e * omega_si / (r_e * BOHR * 1e-10)
field_el = 2 * sc.m_e / sc.e * para(r_e) * omega_si
c_si = -G_C13 * mu_n * (field_nuc + field_el) / sc.h / 1e3
c_e = spin_rotation(r_e) * HARTREE_KHZ
assert abs(c_si - c_e) < 1e-6 * abs(c_e)
c_nuc = -G_C13 * mu_n * field_nuc / sc.h / 1e3
c_el = -G_C13 * mu_n * field_el / sc.h / 1e3

# free-atom approximation for the diamagnetic part
atom = gto.M(atom="C 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
mf_atom = scf.ROHF(atom).run()
dm_atom = np.asarray(mf_atom.make_rdm1())
dia_atom = ALPHA2 / 3 * inverse_distance(atom, dm_atom[0] + dm_atom[1])
dia_flygare = dia_atom + ALPHA2 * Z_O / (3 * r_e)
assert abs(dia_flygare - dia(r_e)) * PPM < 3.0

# --------------------------- rovibrational averages --------------------------
npts = 100
box = bonds[-1] - bonds[0]
idx = np.arange(1, npts)
points = bonds[0] + box * idx / npts
sines = np.sqrt(2 / npts) * np.sin(np.pi * np.outer(idx, idx) / npts)
kinetic = sines @ np.diag((np.pi * idx / box)**2 / (2 * MU)) @ sines


def lowest_state(j):
    ham = kinetic + np.diag(pot(points) + j * (j + 1) * rot_const(points))
    e, v = np.linalg.eigh(ham)
    return e[0], v[:, 0]**2


prob = lowest_state(0)[1]
sigma_0 = prob @ sigma(points)
b_0, c_0 = prob @ rot_const(points), prob @ spin_rotation(points)
r_mean = prob @ points
variance = prob @ (points - r_mean)**2
kt = sc.k * 300 / HARTREE
levels = [lowest_state(j) for j in range(46)]
boltz = np.array([(2 * j + 1) * np.exp(-(lev[0] - levels[0][0]) / kt)
                  for j, lev in enumerate(levels)])
sigma_300 = boltz @ [lev[1] @ sigma(points) for lev in levels] / boltz.sum()

# leading-order formulas against the numerical averages
force, cubic = pot.deriv(2)(r_e), pot.deriv(3)(r_e)
x2 = 1 / (2 * np.sqrt(force * MU))
x1 = -cubic * x2 / (2 * force)
slope = dia.deriv()(r_e) + 2 / 3 * para.deriv()(r_e)
curve = dia.deriv(2)(r_e) + 2 / 3 * para.deriv(2)(r_e)
vib_lead = slope * x1 + curve * x2 / 2
rot_lead = slope * 2 * kt / (r_e * force)
assert abs(vib_lead - (sigma_0 - sigma(r_e))) < 0.10 * abs(vib_lead)
assert abs(rot_lead - (sigma_300 - sigma_0)) < 0.15 * abs(rot_lead)

# using C_0/B_0 as if it were the averaged ratio
para_naive = (-c_0 / (2 * G_C13 * MASS_RATIO * b_0)
              - ALPHA2 * Z_O / 2 * (prob @ (1 / points)))
sigma_naive = prob @ dia(points) + 2 / 3 * para_naive
reduced_slope = para.deriv()(r_mean) - ALPHA2 * Z_O / (2 * r_mean**2)
cov_lead = 2 / 3 * (-2 / r_mean) * reduced_slope * variance
assert abs(cov_lead - (sigma_naive - sigma_0)) < 0.15 * abs(cov_lead)

# ----------------- anchor from rough measured inputs, then transfer ----------
C_ROUGH, R_ROUGH = 33.0, 1.13                                  # kHz, angstrom
r_x = R_ROUGH / BOHR
b_x = rot_const(r_x) * HARTREE_KHZ
sens = -2 / 3 / (2 * G_C13 * MASS_RATIO * b_x)                 # per kHz
para_x = -C_ROUGH / (2 * G_C13 * MASS_RATIO * b_x) - ALPHA2 * Z_O / (2 * r_x)
anchor = dia(r_x) + 2 / 3 * para_x
OFFSET = 200e-6
sample = 1 - (1 - OFFSET) * (1 - anchor)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Model well, field/(omega alpha^2), atomic units")
show("  rotating frame, relative velocities", well_field, "a.u.", 6)
show("  2 sigma_p/alpha^2, origin at nucleus", well_k, "a.u.", 6)
show("  2 sigma_p/alpha^2, origin at rotation axis", well_cm, "a.u.", 6)
print("CO, RHF/6-31G, 1.11 angstrom, B_el/omega")
show("  complex SCF at finite omega", scf_ratio * PPM, "1e-6 a.u.", 3)
show("  2 sigma_p from response", response_ratio * PPM, "1e-6 a.u.", 3)
print("Inputs")
show("  13C nuclear g factor", G_C13, "(dimensionless)", 3)
show("  13C mass", MASS_C, "u", 3)
show("  16O mass", MASS_O, "u", 3)
show("  m_p/(2 m_e)", 1 / (2 * MASS_RATIO), "(dimensionless)", 3)
print("13C16O, RHF/cc-pVTZ, at its equilibrium bond length")
show("  r_e", r_e * BOHR, "angstrom", 4)
show("  B_e", b_hz / 1e9, "GHz", 3)
show("  sigma_p perpendicular", para(r_e) * PPM, "ppm")
show("  C electronic", c_el, "kHz", 3)
show("  C nuclear", c_nuc, "kHz", 3)
show("  C_e total", c_e, "kHz", 3)
show("  isotropic diamagnetic part", dia(r_e) * PPM, "ppm")
show("  isotropic paramagnetic part", 2 / 3 * para(r_e) * PPM, "ppm")
show("  sigma_e", sigma(r_e) * PPM, "ppm")
show("  free carbon atom, diamagnetic (ROHF)", dia_atom * PPM, "ppm")
show("  free atom + nuclear term", dia_flygare * PPM, "ppm")
print("Method dependence at 1.11 angstrom, isotropic parts")
show("  diamagnetic RHF", rhf_dia * PPM, "ppm")
show("  diamagnetic PBE", pbe_dia * PPM, "ppm")
show("  paramagnetic RHF", rhf_para * PPM, "ppm")
show("  paramagnetic PBE", pbe_para * PPM, "ppm")
print("Rovibrational averaging, RHF/cc-pVTZ")
show("  mean bond length, v=0 J=0", r_mean * BOHR, "angstrom", 4)
show("  rms bond-length spread", np.sqrt(variance) * BOHR, "angstrom", 4)
show("  slope d sigma/dr at r_e", slope * PPM / BOHR, "ppm/angstrom", 1)
show("  C_0", c_0 * HARTREE_KHZ, "kHz", 3)
show("  B_0", b_0 * HARTREE_KHZ / 1e6, "GHz", 3)
show("  sigma_0 - sigma_e, numerical", (sigma_0 - sigma(r_e)) * PPM, "ppm", 3)
show("  sigma_0 - sigma_e, leading order", vib_lead * PPM, "ppm", 3)
show("  sigma(300 K) - sigma_0, numerical", (sigma_300 - sigma_0) * PPM, "ppm", 3)
show("  sigma(300 K) - sigma_0, leading order", rot_lead * PPM, "ppm", 3)
show("  sigma(300 K)", sigma_300 * PPM, "ppm")
show("  error of using C_0/B_0", (sigma_naive - sigma_0) * PPM, "ppm", 3)
show("  same, covariance estimate", cov_lead * PPM, "ppm", 3)
print("Anchor from rough measured inputs (no vibrational correction)")
show("  rough C", C_ROUGH, "kHz", 0)
show("  rough bond length", R_ROUGH, "angstrom")
show("  B at that length", b_x / 1e6, "GHz", 2)
show("  diamagnetic part, RHF", dia(r_x) * PPM, "ppm", 1)
show("  paramagnetic part from C", 2 / 3 * para_x * PPM, "ppm", 1)
show("  sigma(CO)", anchor * PPM, "ppm", 1)
show("  d sigma/dC", sens * PPM, "ppm/kHz", 2)
show("  chosen line below CO by", OFFSET * PPM, "ppm", 0)
show("  sigma of that line", sample * PPM, "ppm", 1)
print("verified")
```

Output:

```
Model well, field/(omega alpha^2), atomic units
  rotating frame, relative velocities: -0.268736 a.u.
  2 sigma_p/alpha^2, origin at nucleus: -0.268736 a.u.
  2 sigma_p/alpha^2, origin at rotation axis: -0.102133 a.u.
CO, RHF/6-31G, 1.11 angstrom, B_el/omega
  complex SCF at finite omega: -953.323 1e-6 a.u.
  2 sigma_p from response: -953.324 1e-6 a.u.
Inputs
  13C nuclear g factor: 1.405 (dimensionless)
  13C mass: 13.003 u
  16O mass: 15.995 u
  m_p/(2 m_e): 918.076 (dimensionless)
13C16O, RHF/cc-pVTZ, at its equilibrium bond length
  r_e: 1.1045 angstrom
  B_e: 57.764 GHz
  sigma_p perpendicular: -485.19 ppm
  C electronic: 42.891 kHz
  C nuclear: -9.022 kHz
  C_e total: 33.869 kHz
  isotropic diamagnetic part: 328.19 ppm
  isotropic paramagnetic part: -323.46 ppm
  sigma_e: 4.74 ppm
  free carbon atom, diamagnetic (ROHF): 260.74 ppm
  free atom + nuclear term: 328.78 ppm
Method dependence at 1.11 angstrom, isotropic parts
  diamagnetic RHF: 327.80 ppm
  diamagnetic PBE: 328.40 ppm
  paramagnetic RHF: -326.08 ppm
  paramagnetic PBE: -314.51 ppm
Rovibrational averaging, RHF/cc-pVTZ
  mean bond length, v=0 J=0: 1.1078 angstrom
  rms bond-length spread: 0.0316 angstrom
  slope d sigma/dr at r_e: -539.8 ppm/angstrom
  C_0: 33.953 kHz
  B_0: 57.556 GHz
  sigma_0 - sigma_e, numerical: -2.556 ppm
  sigma_0 - sigma_e, leading order: -2.520 ppm
  sigma(300 K) - sigma_0, numerical: -0.175 ppm
  sigma(300 K) - sigma_0, leading order: -0.170 ppm
  sigma(300 K): 2.00 ppm
  error of using C_0/B_0: 0.969 ppm
  same, covariance estimate: 0.965 ppm
Anchor from rough measured inputs (no vibrational correction)
  rough C: 33 kHz
  rough bond length: 1.13 angstrom
  B at that length: 55.18 GHz
  diamagnetic part, RHF: 326.4 ppm
  paramagnetic part from C: -327.0 ppm
  sigma(CO): -0.6 ppm
  d sigma/dC: -7.89 ppm/kHz
  chosen line below CO by: 200 ppm
  sigma of that line: 199.4 ppm
verified
```
